\section{The principal angle of a bare absorbing substrate}

Light strikes a flat absorbing substrate from vacuum at an angle of incidence $\phi$. An ellipsometer measures the ratio of the two reflection amplitudes,
\begin{equation}
\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta}.
\label{eq:def}
\end{equation}
The principal angle is the angle of incidence at which $\Delta=90^\circ$. There the dielectric function $\epsilon$ of a bare substrate satisfies
\begin{equation}
\left|\sqrt{\epsilon-\sin^2\phi}\right|=\sin\phi\tan\phi ,
\label{eq:main}
\end{equation}
and $\psi$ supplies the phase that this modulus leaves open:
\begin{equation}
\arg\sqrt{\epsilon-\sin^2\phi}=-2\psi .
\label{eq:phase}
\end{equation}
The angle and $\psi$ together therefore determine the complex number $\epsilon$; the angle alone gives one real condition on it.

The assumptions are a sharp plane surface, a substrate thick enough that nothing returns from its back face, and an isotropic, nonmagnetic, local response. The time factor is $e^{+i\omega t}$, so that an absorbing medium has $\epsilon=\epsilon_1-i\epsilon_2$ with $\epsilon_2>0$. With $e^{-i\omega t}$ every complex quantity is conjugated: $\Delta$ becomes $-90^\circ$, the phase in (\ref{eq:phase}) becomes $+2\psi$, and (\ref{eq:main}) is unchanged.

\subsection{Reflection amplitudes}

Let $z$ point into the substrate, which fills $z>0$, and let $xz$ be the plane of incidence. In Gaussian atomic units, with $k_0=\omega/c$ and $c\approx137$, Maxwell's curl equations are
\begin{equation}
\nabla\times\mathbf E=-ik_0\mathbf H,\qquad
\nabla\times\mathbf H=ik_0\epsilon\,\mathbf E .
\label{eq:maxwell}
\end{equation}
All fields share the factor $e^{-ik_0x\sin\phi}$, because the boundary conditions must hold at every $x$. Each field component then varies along $z$ as $e^{\mp ik_0qz}$, where
\begin{equation}
q=\sqrt{\epsilon-\sin^2\phi}.
\label{eq:q}
\end{equation}
In vacuum $\epsilon=1$ and $q$ reduces to $\cos\phi$. In the substrate $q^2$ has the negative imaginary part $-\epsilon_2$, so one of its roots has $\mathrm{Re}\,q>0$ and $\mathrm{Im}\,q<0$. This is the root to take: the transmitted wave $e^{-ik_0qz}$ has modulus $e^{k_0z\,\mathrm{Im}\,q}$ and decays into the substrate.

For $s$ polarization the electric field is $E_y$. The $x$ component of the first equation in (\ref{eq:maxwell}) gives $\partial_zE_y=ik_0H_x$. Since $E_y$ and $H_x$ are tangential and hence continuous, so are $E_y$ and $\partial_zE_y$. With incident amplitude 1, reflected amplitude $r_s$ and transmitted amplitude $t_s$,
\begin{equation}
1+r_s=t_s,\qquad \cos\phi\,(1-r_s)=q\,t_s .
\label{eq:bcs}
\end{equation}
For $p$ polarization the magnetic field is $H_y$. The second equation gives $-\partial_zH_y=ik_0\epsilon E_x$, so $H_y$ and $\epsilon^{-1}\partial_zH_y$ are continuous:
\begin{equation}
1+r_p=t_p,\qquad \cos\phi\,(1-r_p)=\frac{q}{\epsilon}\,t_p .
\label{eq:bcp}
\end{equation}
Eliminating $t_s$ and $t_p$ yields
\begin{equation}
r_s=\frac{\cos\phi-q}{\cos\phi+q},\qquad
r_p=\frac{\epsilon\cos\phi-q}{\epsilon\cos\phi+q}.
\label{eq:fresnel}
\end{equation}
Here $r_p$ is a ratio of magnetic amplitudes. This fixes the sign of $\rho$: at normal incidence $r_p=-r_s$ and $\rho=-1$. The opposite sign convention for $r_p$ would shift $\Delta$ by $180^\circ$.

\subsection{The ratio in factored form}

Write $C=\cos\phi$, $S=\sin\phi$ and
\begin{equation}
a=\frac{S^2}{C}=\sin\phi\tan\phi .
\label{eq:a}
\end{equation}
From (\ref{eq:q}), $\epsilon=q^2+S^2$. The numerator of $r_p$ becomes a quadratic in $q$,
\begin{equation}
\epsilon C-q=Cq^2-q+CS^2=C(q-C)(q-a).
\label{eq:factor}
\end{equation}
To confirm the factors, expand the right side. The coefficient of $q$ is $-C(C+a)=-(C^2+S^2)=-1$, and the constant term is $C\cdot C\cdot a=CS^2$. Replacing $q$ by $-q$ gives the denominator, $\epsilon C+q=C(q+C)(q+a)$. Hence
\begin{equation}
r_p=\frac{(q-C)(q-a)}{(q+C)(q+a)},\qquad
r_s=-\frac{q-C}{q+C}.
\label{eq:rpfactored}
\end{equation}
The common factor $(q-C)/(q+C)$ is nonzero, since $q$ is complex and $C$ is real. It cancels in the ratio:
\begin{equation}
\rho=\frac{a-q}{a+q}.
\label{eq:rho}
\end{equation}
The number $a$ depends on the geometry alone, while $q$ carries the material. Solving for $q$ and squaring gives the inversion at any oblique angle of incidence (at normal incidence $a=0$ and $\rho=-1$ whatever $\epsilon$ is, and near it small errors in $\rho$ are strongly amplified; the same happens towards grazing incidence, where $a\to\infty$ and $\rho\to+1$ whatever $\epsilon$ is),
\begin{equation}
q=a\,\frac{1-\rho}{1+\rho},\qquad
\epsilon=\sin^2\phi+a^2\left(\frac{1-\rho}{1+\rho}\right)^2 .
\label{eq:invert}
\end{equation}

\subsection{The condition on the modulus}

Multiply numerator and denominator of (\ref{eq:rho}) by $a+q^*$. The numerator is
\begin{equation}
(a-q)(a+q^*)=a^2-|q|^2-a(q-q^*)=a^2-|q|^2-2ia\,\mathrm{Im}\,q ,
\end{equation}
and therefore
\begin{equation}
\mathrm{Re}\,\rho=\frac{a^2-|q|^2}{|a+q|^2},\qquad
\mathrm{Im}\,\rho=\frac{-2a\,\mathrm{Im}\,q}{|a+q|^2}>0 .
\label{eq:reim}
\end{equation}
At oblique incidence, where $a>0$, the positive imaginary part confines $\Delta$ to the interval between $0$ and $180^\circ$. Within it, $\Delta=90^\circ$ if and only if $\mathrm{Re}\,\rho=0$, that is, if and only if $|q|=a$. This is (\ref{eq:main}).

This step needs $\mathrm{Im}\,q<0$, which absorption guarantees. A real $\epsilon$ below $\sin^2\phi$ also provides it: $q$ is then imaginary, $|\rho|=1$, and $\Delta=90^\circ$ with $\psi=45^\circ$ wherever $|q|=a$. Such an angle exists for negative $\epsilon$ and, by (\ref{eq:branch}) below, for $0<\epsilon<0.17$; for a real $\epsilon$ between $0.17$ and $1$, $\Delta$ stays below $90^\circ$ beyond the critical angle. The step fails when $q$ is real. If $\epsilon$ is real and greater than 1, $q$ is real and so is $\rho$. The condition $q=a$ then makes $\rho$ vanish, and $\Delta$ has no value at that point: it jumps from $180^\circ$ to $0$. Setting $q^2=a^2$ gives $\epsilon=\sin^2\phi\,(1+\tan^2\phi)=\tan^2\phi$, which is the Brewster angle.

\subsection{What psi adds}

At the principal angle, write $q=ae^{-i\theta}$. Because $q$ lies in the fourth quadrant, $0<\theta<90^\circ$. Equation (\ref{eq:rho}) becomes
\begin{equation}
\rho=\frac{1-e^{-i\theta}}{1+e^{-i\theta}}
=\frac{e^{i\theta/2}-e^{-i\theta/2}}{e^{i\theta/2}+e^{-i\theta/2}}
=i\tan\frac{\theta}{2}.
\label{eq:tan}
\end{equation}
Comparison with $\rho=i\tan\psi$ gives $\theta=2\psi$, which is (\ref{eq:phase}), and shows that $0<\psi<45^\circ$. Squaring $q=ae^{-2i\psi}$ and adding $\sin^2\phi$,
\begin{equation}
\epsilon=\sin^2\phi\left(1+\tan^2\phi\,e^{-4i\psi}\right),
\label{eq:eps}
\end{equation}
or, in real and imaginary parts,
\begin{align}
\epsilon_1&=\sin^2\phi\,(1+\tan^2\phi\cos4\psi),\label{eq:e1}\\
\epsilon_2&=\sin^2\phi\tan^2\phi\,\sin4\psi .\label{eq:e2}
\end{align}

In the plane of $\epsilon_1$ and $\epsilon_2$, a given principal angle defines a half circle with centre $\epsilon_1=\sin^2\phi$ and radius $a^2$; $\psi$ selects the point on it. Small $\psi$ means that $q$ is nearly real and $\epsilon_2$ is small compared with $a^2$, not necessarily small in itself: $\phi=80.9^\circ$ with $\psi=5^\circ$ gives $\epsilon_2\approx13$. Nor does small $\epsilon_2$ imply small $\psi$, since by (\ref{eq:e2}) $\epsilon_2$ vanishes at both ends of the half circle. As $\psi$ approaches $45^\circ$, $q$ becomes nearly imaginary and the substrate reflects almost totally. If $\phi>45^\circ$, $\epsilon_1$ turns negative in between, once $\cos4\psi<-\cot^2\phi$; if $\phi\le45^\circ$, this condition cannot be met and $\epsilon_1$ stays positive.

The reading $\psi$ also has a direct meaning in the reflected beam. If the incident light is linearly polarized with equal $s$ and $p$ amplitudes, the reflected components are a quarter period apart. They trace an ellipse whose axes lie along the $p$ and $s$ directions, with axis ratio $\tan\psi$.

\subsection{Two limits}

\textit{Weak absorption.} Let $\epsilon_1>1$ and $\epsilon_2\ll\epsilon_1-1$. The modulus $|q|^2=\sqrt{(\epsilon_1-\sin^2\phi)^2+\epsilon_2^2}$ differs from its transparent value only at second order in $\epsilon_2$, so to first order the principal angle is the Brewster angle, $\tan^2\phi=\epsilon_1$. Then $\sin^2\phi=\epsilon_1/(1+\epsilon_1)$ and $a^2=\epsilon_1^2/(1+\epsilon_1)$. Replacing $\sin4\psi$ by $4\psi$ in (\ref{eq:e2}) gives
\begin{equation}
\psi\simeq\frac{\epsilon_2(1+\epsilon_1)}{4\epsilon_1^2}\quad\text{(radians)}.
\label{eq:weak}
\end{equation}
To this order the angle measures $\epsilon_1$ and $\psi$ measures $\epsilon_2$.

\textit{Large dielectric function.} The moduli $|\epsilon-\sin^2\phi|$ and $|\epsilon|$ differ by less than 1. For $|\epsilon|\gg1$, with $\sqrt\epsilon=n-ik$, equations (\ref{eq:main}) and (\ref{eq:phase}) become
\begin{equation}
\sin\phi\tan\phi\simeq\sqrt{n^2+k^2},\qquad
\psi\simeq\tfrac12\arctan\frac{k}{n}.
\label{eq:large}
\end{equation}
The angle now gives the modulus of the complex refractive index, and $\psi$ its phase.

\subsection{How many principal angles there are}

Set $x=\sin^2\phi$, so that $a^2=x^2/(1-x)$. Squaring $|q|=a$ gives
\begin{equation}
L(x)=R(x),\qquad L=|\epsilon-x|,\qquad R=\frac{x^2}{1-x}.
\label{eq:LR}
\end{equation}
At $x=0$, $R=0<L$; as $x\to1$, $R$ grows without bound while $L$ stays finite. At least one principal angle therefore exists.

For $\epsilon_1\ge1$ it is unique, because $L=\sqrt{(\epsilon_1-x)^2+\epsilon_2^2}$ decreases on $0<x<1$ while $R$ increases. For $\epsilon_1\le0$ both sides increase, but their logarithmic slopes obey
\begin{equation}
\frac{L'}{L}=\frac{x-\epsilon_1}{(x-\epsilon_1)^2+\epsilon_2^2}<\frac1{x-\epsilon_1}\le\frac1x,
\qquad
\frac{R'}{R}=\frac2x+\frac1{1-x}>\frac2x .
\end{equation}
Thus $R/L$ rises steadily and passes through 1 once.

The range $0<\epsilon_1<1$ is different. For very small $\epsilon_2$, $L\simeq|\epsilon_1-x|$. The branch $x<\epsilon_1$ gives the Brewster root $x=\epsilon_1/(1+\epsilon_1)$. On the branch $x>\epsilon_1$, beyond the critical angle, multiplying $x-\epsilon_1=x^2/(1-x)$ by $1-x$ gives
\begin{equation}
2x^2-(1+\epsilon_1)x+\epsilon_1=0 .
\label{eq:branch}
\end{equation}
Its discriminant $(1+\epsilon_1)^2-8\epsilon_1$ is positive for $\epsilon_1<3-2\sqrt2\approx0.17$, and two more principal angles appear. For $\epsilon_1=0.1$ the three roots are $x=0.0909$, $0.1149$ and $0.4351$. The field equations solved with $\epsilon_2=0.001$ give principal angles of $17.55^\circ$, $19.81^\circ$ and $41.27^\circ$, in agreement with these roots. Equation (\ref{eq:main}) holds at each of them. Three angles need small $\epsilon_2$: at $\epsilon_1=0.1$ only one remains once $\epsilon_2$ exceeds about $0.011$. The bound $0.17$ belongs to the limit $\epsilon_2\to0$; at $\epsilon_1=0.18$ three angles still occur, but only in the narrow band of about $0.043<\epsilon_2<0.047$. The band closes near $\epsilon_1\approx0.185$, $\epsilon_2\approx0.052$; for larger $\epsilon_1$ the principal angle is again unique.

\subsection{Errors in the two readings}

Keep $\phi$ fixed and let the readings change slightly. The logarithm of (\ref{eq:invert}) gives
\begin{equation}
d\ln q=-\frac{d\rho}{1-\rho}-\frac{d\rho}{1+\rho}=-\frac{2\,d\rho}{1-\rho^2},
\label{eq:dlnq}
\end{equation}
while (\ref{eq:def}) gives $d\rho=\rho\,(2\,d\psi/\sin2\psi+i\,d\Delta)$. At the principal angle $\rho=i\tan\psi$ and $1-\rho^2=1/\cos^2\psi$, so the prefactor is $-2\rho/(1-\rho^2)=-i\sin2\psi$. Hence
\begin{equation}
d\ln q=\sin2\psi\,d\Delta-2i\,d\psi .
\label{eq:decouple}
\end{equation}
The real part is $d\ln|q|$ and the imaginary part is $d\arg q$. At the principal angle, to first order, an error in $\Delta$ changes only the modulus of $q$ and an error in $\psi$ only its phase. Since $\epsilon=\sin^2\phi+q^2$,
\begin{equation}
d\epsilon=2q^2\,d\ln q .
\label{eq:deps}
\end{equation}
An error in $\psi$ thus moves $\epsilon$ along the half circle, and an error in $\Delta$ moves it along the radius.

\subsection{Silicon in the near ultraviolet}

Take a silicon wafer at a photon energy of 4.0 eV, with the rough typical values $n=5.0$ and $k=3.6$. Then
\begin{equation}
\epsilon_1=n^2-k^2=25.00-12.96=12.04,\qquad \epsilon_2=2nk=36.00 .
\end{equation}
Solving the continuity conditions numerically and locating $\mathrm{Re}\,\rho=0$ gives $\phi=80.861^\circ$ and $\psi=18.229^\circ$. At this angle $|q|=6.137$ and $\sin\phi\tan\phi=6.137$, as (\ref{eq:main}) requires, and $\arg q=-36.46^\circ=-2\psi$. The digits belong to the assumed $n$ and $k$, not to silicon itself: a change of 0.05 in either moves $\phi$ by about $0.05^\circ$ and $\psi$ by $0.14^\circ$ to $0.19^\circ$.

In the reverse direction, $\sin^2\phi=0.975$, $a^2=37.66$ and $4\psi=72.92^\circ$ give
\begin{align}
\epsilon_1&=0.975+37.66\cos72.92^\circ=12.04,\\
\epsilon_2&=37.66\sin72.92^\circ=36.00 .
\end{align}
The large-$|\epsilon|$ forms (\ref{eq:large}) give $\sqrt{n^2+k^2}=6.16$ for $a$ and $17.9^\circ$ for $\psi$, already close.

The principal angle alone would not have identified this substrate. At the same $80.861^\circ$, $\psi=10^\circ$ belongs to $\epsilon_1=29.8$, $\epsilon_2=24.2$, and $\psi=30^\circ$ to $\epsilon_1=-17.9$, $\epsilon_2=32.6$. The first has a smaller extinction coefficient than silicon, $k\approx2.1$, so light penetrates deeper, although a thick sample of it absorbs a slightly larger fraction of the incident light (0.46 against 0.41 at normal incidence). The second has a negative $\epsilon_1$, which occurs in metals but also in semiconductors just above a strong interband peak; silicon itself near 4.4 eV has roughly this $\epsilon$.

Instrument errors of $0.05^\circ$, taken one at a time, have the following effects. By (\ref{eq:decouple}) and (\ref{eq:deps}), an error in $\psi$ changes $\epsilon$ by $4a^2\,d\psi=0.13$ in modulus, and one in $\Delta$ by $2a^2\sin2\psi\,d\Delta=0.04$. An offset in the angle of incidence costs more, 0.43. The inversion then uses the wrong $a$, and near grazing incidence $a$ varies quickly:
\begin{equation}
\frac{d\ln a}{d\phi}=\cot\phi+\frac1{\sin\phi\cos\phi}\approx6.5\ \text{per radian}.
\end{equation}

A real wafer meets some of the assumptions well. Silicon is cubic, so its bulk dielectric function is isotropic. The intensity falls by a factor $e$ over $1/(2k_0|\mathrm{Im}\,q|)=6.8$ nm, so a wafer some hundreds of micrometres thick is semi-infinite here. The assumption that fails is the bare surface, because silicon kept in air carries a native oxide, roughly 1 to 2 nm thick. For a 2 nm film with dielectric constant 2.2, both rough values, the continuity conditions at the two faces put the principal angle at $80.11^\circ$, with $\psi=21.10^\circ$. Inserted in (\ref{eq:eps}), these readings give an apparent $\epsilon_1=4.1$ and $\epsilon_2=31.8$. The change has modulus 9.0, or 24\% of $|\epsilon|=37.96$.

Roughness acts in the same direction. Represented by a 0.5 nm layer, half silicon and half void in the Bruggeman effective-medium approximation, it gives an apparent $\epsilon_1=9.3$ and $\epsilon_2=34.5$, a change of 3.1 or 8\%. The figure depends on how the layer is modelled: a silicon fraction rising linearly from void to bulk across the same 0.5 nm gives about 2.1. Temperature matters less: with a rough band shift of 0.3 meV/K and a rough slope of 40 to 60 per eV in $\epsilon$, a change of 10 K amounts to 0.1 to 0.2, counting the band shift alone and not the broadening.

For these numbers the oxide outweighs every other effect considered. The ranking depends on the thicknesses and on the roughness model: a 1 nm oxide changes $\epsilon$ by 4.8, and a 1 nm rough layer by about 6 if it is half void throughout, or about 4 if it is graded. Equation (\ref{eq:eps}) still returns a value when a film is present, but that value is a pseudo-dielectric function, a property of film and substrate together. To obtain the $\epsilon$ of silicon itself, the film must be removed or included in the reflection model.

\section*{Computed values}
\begin{verbatim}
photon energy: 4.0 eV
vacuum wavelength: 310.0 nm
refractive index n (rough, silicon): 5.0
extinction coefficient k (rough, silicon): 3.6
substrate: eps1 = 12.04, eps2 = 36.00
principal angle from fields: 80.861 deg
Delta there: 90.000 deg
psi there: 18.229 deg
tan psi there: 0.3293
sin^2 phi there: 0.9748
sin phi tan phi there: 6.1370
|q| there: 6.1370
arg q there: -36.457 deg
circle radius a^2 in eps plane: 37.66
recovered from angle and psi: eps1 = 12.04, eps2 = 36.00
same angle, psi = 10 deg: eps1 = 29.83, eps2 = 24.21
same angle, psi = 30 deg: eps1 = -17.86, eps2 = 32.62
sin 2psi (weight of Delta error): 0.5942
intensity penetration depth: 6.76 nm
oxide dielectric constant (rough): 2.2
oxide thickness (rough): 2.0 nm
principal angle with oxide: 80.108 deg
psi at that angle with oxide: 21.095 deg
apparent substrate, oxide ignored: eps1 = 4.10, eps2 = 31.76
roughness layer thickness (rough): 0.5 nm
principal angle with roughness: 80.596 deg
psi at that angle with roughness: 19.114 deg
apparent substrate, roughness ignored: eps1 = 9.28, eps2 = 34.49
band energy shift (rough): 0.3 meV/K
slope of eps with energy (rough): 60 1/eV
|change of eps|, 2 nm oxide: 9.01
|change of eps|, 0.5 nm roughness: 3.14
|change of eps|, 10 K temperature change: 0.18
|change of eps|, 0.05 deg angle offset: 0.43
|change of eps|, 0.05 deg error in psi: 0.13
|change of eps|, 0.05 deg error in Delta: 0.04
case with three principal angles (eps2 x 1000 = 1): eps1 = 0.10, eps2 = 0.00
its principal angles: 17.55, 19.81, 41.27 deg
\end{verbatim}
